# Steepest-descent paths depend on the metric; saddle points do not

Suppose a saddle point has been found, the steepest-descent path has been followed down from it, and the two minima at its ends have been recorded as reactant and product. An isotope is then substituted. The potential energy surface is the same, so it seems safe to keep the path and change only the vibrational frequencies. In the model below this gives the wrong geometries between the saddle and the minima, and on one side it gives the wrong minimum. The error lies in treating steepest descent as a property of the surface alone. It also needs a rule for measuring length, and the mass-weighted path takes that rule from the nuclear masses.

## A surface on which the product changes

Two particles with masses $m_1,m_2$ have displacements $x_1,x_2$ along a line. Their potential is written in the combinations

$$u=\frac{x_1+x_2}{\sqrt2},\qquad v=\frac{x_1-x_2}{\sqrt2},$$

$$V=U_0\left(\frac{u^2}{a^2}-1\right)^2+W_0\left(\frac{v^2}{b^2}-1\right)^2 .$$

This $V$ changes when both particles are shifted together, so the model stands for two atoms held in a fixed frame, such as a rigid host, and not for a free molecule. The parameters are round model values: $U_0=1$ eV, $a=1$ Å, $W_0=0.005$ eV, $b=0.2$ Å. The algebra is in atomic units; numbers are in eV and Å, with masses in atomic mass units, u (upright, unlike the coordinate $u$).

Subscripts on $V$ denote partial derivatives. The slopes are

$$V_u=\frac{4U_0u}{a^2}\left(\frac{u^2}{a^2}-1\right),\qquad
V_v=\frac{4W_0v}{b^2}\left(\frac{v^2}{b^2}-1\right).$$

Both vanish when $u\in\{0,\pm a\}$ and $v\in\{0,\pm b\}$, which gives nine stationary points. The second derivatives are

$$V_{uu}=\frac{4U_0}{a^2}\left(\frac{3u^2}{a^2}-1\right),\qquad
V_{vv}=\frac{4W_0}{b^2}\left(\frac{3v^2}{b^2}-1\right),\qquad V_{uv}=0.$$

A zero value of $u$ or $v$ therefore contributes one negative curvature, and a nonzero value contributes a positive one. The index, meaning the number of negative Hessian eigenvalues, is 0 at the four points $(\pm a,\pm b)$, 1 at the four points $(0,\pm b)$ and $(\pm a,0)$, and 2 at the origin. The minima have $V=0$. We descend from the saddle $(u,v)=(0,b)$, where $V=U_0=1$ eV. Between the two minima at $u=-a$ lies a low ridge, whose saddle $(-a,0)$ has $V=W_0=0.005$ eV.

The mass-weighted path is defined by

$$m_i\frac{dx_i}{d\tau}=-\frac{\partial V}{\partial x_i}. \tag{1}$$

Here $\tau$ labels points on the curve and is not physical time. The reason for the masses is given below. To write (1) in $u$ and $v$, use the chain rule:

$$\frac{\partial V}{\partial x_1}=\frac{V_u+V_v}{\sqrt2},\qquad
\frac{\partial V}{\partial x_2}=\frac{V_u-V_v}{\sqrt2}.$$

Adding and subtracting the two equations (1), each divided by its mass, gives

$$\frac{du}{d\tau}=-\frac12\left[\frac{V_u+V_v}{m_1}+\frac{V_u-V_v}{m_2}\right]=-(\alpha V_u+\beta V_v),$$

$$\frac{dv}{d\tau}=-\frac12\left[\frac{V_u+V_v}{m_1}-\frac{V_u-V_v}{m_2}\right]=-(\beta V_u+\alpha V_v), \tag{2}$$

$$\alpha=\frac12\left(\frac1{m_1}+\frac1{m_2}\right),\qquad
\beta=\frac12\left(\frac1{m_1}-\frac1{m_2}\right).$$

**Equal masses.** With $m_1=m_2=1$ u, $\beta=0$. On the line $v=b$ we have $V_v=0$, so $dv/d\tau=0$ and the path stays on that line. Its two branches end at $(-a,b)$ and $(a,b)$.

**Second mass doubled.** With $m_2=2$ u, $\alpha=3/4$ and $\beta=1/4$ in units of u$^{-1}$. A slope along $u$ alone now also produces a change of $v$, because the lighter particle responds more strongly to the same force.

Close to the saddle put $v=b+\eta$. There $V_{uu}=-4U_0/a^2=-4$ eV/Å$^2$ and $V_{vv}=8W_0/b^2=8(0.005)/0.04=1$ eV/Å$^2$. To first order $V_u=-4u$ and $V_v=\eta$, so (2) becomes

$$\frac{du}{d\tau}=3u-\frac14\eta,\qquad \frac{d\eta}{d\tau}=u-\frac34\eta .$$

A solution proportional to $e^{\kappa\tau}$ requires

$$(3-\kappa)\left(-\frac34-\kappa\right)+\frac14=0
\quad\Longrightarrow\quad \kappa^2-\frac94\kappa-2=0 .$$

The positive root is $\kappa=(2.25+\sqrt{5.0625+8})/2=2.932$; the other root is negative and belongs to motion into the saddle. The second linear equation gives $\kappa\eta=u-\frac34\eta$, so the path leaves with slope

$$\frac{\eta}{u}=\frac1{\kappa+3/4}=\frac1{3.682}=0.2716 .$$

For equal masses this slope was zero. Numerical integration of the full equations gives, on the branch with $u<0$:

| $u$ (Å) | $v$ (Å), masses 1 u, 1 u | $v$ (Å), masses 1 u, 2 u |
|---|---|---|
| −0.25 | 0.200 | 0.129 |
| −0.50 | 0.200 | 0.052 |
| −0.75 | 0.200 | −0.031 |
| end: −1.00 | 0.200 | −0.200 |

The substituted path crosses $v=0$ and ends in the other minimum. On the branch with $u>0$, $v$ at first increases, away from the ridge, and the path still ends at $(a,b)$. The saddle thus joins $(a,b)$ to $(-a,b)$ for one isotopic composition and to $(-a,-b)$ for the other.

The size of the drift can be understood by setting $W_0=0$. Then $V_v=0$, and dividing the equations (2) gives a straight line with

$$\frac{dv}{du}=\frac{\beta}{\alpha}=\frac{m_2-m_1}{m_2+m_1}=\frac13 .$$

Over the distance $a=1$ Å this would lower $v$ by 0.33 Å, more than the 0.2 Å that separates the path from the ridge line. In this approximation the drift just reaches $v=0$ at $u=-a$ when $b/a=(m_2-m_1)/(m_2+m_1)$, that is, when

$$\frac{m_2}{m_1}=\frac{a+b}{a-b}=\frac{1.2}{0.8}=1.5 .$$

The term in $W_0$ opposes the drift. From (2),

$$\frac{dv}{du}-\frac\beta\alpha
=\frac{\alpha(\beta V_u+\alpha V_v)-\beta(\alpha V_u+\beta V_v)}{\alpha(\alpha V_u+\beta V_v)}
=\frac{(\alpha^2-\beta^2)V_v}{\alpha(\alpha V_u+\beta V_v)} .$$

Here $\alpha^2-\beta^2=1/(m_1m_2)>0$. For $0<v<b$, $V_v<0$, and as long as $u$ is decreasing the bracket in the denominator is positive. The slope is then below $\beta/\alpha$, so $v$ falls less for a given advance along $u$, and a larger mass ratio is needed. Bisection between ratios 1 and 2 finds a switch at $m_2/m_1=1.582$. There the path runs into the second saddle, $(-a,0)$, instead of a minimum. The switch moves up as the ridge is raised: for $W_0=0.05$ eV it lies near 2.5, and doubling the mass no longer changes the end point.

This result concerns the path and does not predict yields. A moving system has inertia, which (1) leaves out, and a ridge of 0.005 eV is low compared with thermal energies at room temperature, which are a few hundredths of an eV. The ridge is also low compared with the zero-point energy of such light particles. At a minimum $V_{vv}=1$ eV/Å$^2$, so for masses of 1 u the harmonic estimate is $\frac12\hbar\sqrt{V_{vv}/m}=0.032$ eV, and the lowest level of the $v$ motion in the full double well lies at 0.022 eV, above the ridge. The two minima at $u=-a$ are different end points of the path, but for these masses they are not separate chemical species.

## The general statement

Let $V$ be a smooth Born–Oppenheimer potential. It is computed with the nuclei clamped, so it contains no nuclear masses. Let $q$ be any nonsingular coordinates, $g=\partial V/\partial q$ the column of derivatives, and $M(q)$ a symmetric positive definite matrix that defines length by $ds^2=dq^TM\,dq$. Then:

1. The steepest-descent path is $dq/d\tau=-M^{-1}g$. It depends on $M$, but for a given metric it is the same curve in all coordinates, provided that $M$ is transformed along with them.
2. The stationary points, their energies and, if they are nondegenerate, their indices depend on neither the metric nor the coordinates.

The mass-weighted path is the case in which $M$ is the matrix of the kinetic energy $T=\frac12\dot q^TM\dot q$.

### Steepest requires a length

The steepest direction is the vector $w$ of unit length, $w^TMw=1$, that makes $g^Tw$ as negative as possible. Since $M$ is symmetric, $g^Tw=(M^{-1}g)^TMw$, which is the scalar product of $M^{-1}g$ and $w$ in the metric $M$. The Cauchy–Schwarz inequality gives

$$g^Tw\ \ge\ -\sqrt{g^TM^{-1}g},$$

with equality for $w=-M^{-1}g/\sqrt{g^TM^{-1}g}$. This is the direction stated. Without $M$, "unit length" has no meaning and the question has no answer.

The kinetic-energy metric has a mechanical meaning. Lagrange's equations read $M\ddot q+(\text{terms quadratic in }\dot q)=-g$. For a system released from rest the quadratic terms vanish at the first instant, so its initial displacement after a short time $t$ is $-\frac12t^2M^{-1}g$. The mass-weighted path follows this direction at each point, as if the velocity were continually removed. At $x_1=-0.3$ Å, $x_2=-0.1$ Å, with masses 1 u and 2 u, it differs by 18° from $-g$ in the $x_1,x_2$ plane.

In Cartesian coordinates $M$ is diagonal and we recover (1). With $y_i=\sqrt{m_i}\,x_i$,

$$\frac{dy_i}{d\tau}=\sqrt{m_i}\,\frac{dx_i}{d\tau}
=-\frac1{\sqrt{m_i}}\frac{\partial V}{\partial x_i}=-\frac{\partial V}{\partial y_i},$$

so the metric has become the unit matrix. The masses are now hidden in the coordinates.

### What a change of coordinates does

Let $x=x(q)$ with Jacobian $J_{ik}=\partial x_i/\partial q_k$, and let $g$ and $M$ now refer to $x$. The chain rule gives $g_q=J^Tg$. Inserting $dx=J\,dq$ in $dx^TM\,dx$ gives $M_q=J^TMJ$. Therefore

$$\frac{dq}{d\tau}=-M_q^{-1}g_q=-J^{-1}M^{-1}(J^T)^{-1}J^Tg=-J^{-1}M^{-1}g,$$

and $dx/d\tau=J\,dq/d\tau=-M^{-1}g$, the same curve.

If $M_q$ is dropped and one follows $dq/d\tau=-g_q$, the result is $dx/d\tau=-JJ^Tg$, which depends on the coordinates through $J$. In plane polar coordinates $(\rho,\theta)$, $JJ^T$ multiplies the radial part of $g$ by 1 and the tangential part by $\rho^2$, so the curve even depends on the unit of length. For the equal-mass model, with the polar origin at $x_1=2$ Å, $x_2=-2$ Å, $\rho$ in Å and $\theta$ in radians, this recipe gives $v=0.240$ Å at $u=-0.5$ Å in place of 0.200 Å. With the metric retained, the polar and mass-weighted calculations for masses 1 u and 2 u agree on $v=0.05175$ Å there.

### When isotopic substitution leaves the path alone

Change the masses from $m_i$ to $m_i'$. In Cartesian coordinates the direction at a nonstationary point is unchanged if and only if there is a number $c>0$ with

$$\frac{g_i}{m_i'}=c\,\frac{g_i}{m_i}\quad\text{for all }i .$$

Where $g_i=0$ this holds trivially. Where $g_i\neq0$ it requires $m_i'/m_i=1/c$. The old Cartesian curve therefore survives if and only if, at each of its nonstationary points, all coordinates that feel a force have had their masses multiplied by the same factor. Multiplying every mass by one factor satisfies this; so does substituting an atom that feels no force anywhere on the path. In the counter-example both particles feel the force $-V_u/\sqrt2$ on the line $v=b$, and only one mass was changed, so the path had to move. For a free molecule, whose geometry counts only up to overall translation and rotation, the condition is sufficient but not necessary. In a diatomic molecule $g_1=-g_2$, so $dx_2/dx_1=-m_1/m_2$ changes when one mass is changed, yet the bond length passes through the same values; the two curves differ only by a translation.

### Stationary points and indices

Since $M^{-1}$ is invertible, $M^{-1}g=0$ if and only if $g=0$. Since $J$ is invertible, $J^Tg=0$ if and only if $g=0$. The stationary points are therefore common to all metrics and coordinates, and so are the values of $V$ there.

For the index, differentiate $\partial V/\partial q_k=\sum_i g_iJ_{ik}$ once more:

$$H_q=J^THJ+\sum_i g_i\,\frac{\partial^2x_i}{\partial q\,\partial q}. \tag{3}$$

At a stationary point the last term vanishes and $H_q=J^THJ$. The eigenvalues of $H_q$ and $H$ generally differ, but the number of negative ones is the same, by the following argument.

Let $n_-$ be the number of negative eigenvalues of $H$ in $n$ dimensions. Their eigenvectors span a space of dimension $n_-$ on which $z^THz<0$ for $z\ne0$. No larger space has this property: it would share a nonzero vector with the $(n-n_-)$-dimensional span of the other eigenvectors, on which $z^THz\ge0$. So $n_-$ is the largest dimension of a space on which the quadratic form is negative. Because $p^TH_qp=(Jp)^TH(Jp)$ and $J$ is invertible, $J$ maps such spaces for $H_q$ onto such spaces for $H$ without changing their dimension. The two indices are equal. Mass-weighting is the special case $J=M^{-1/2}$.

The condition $g=0$ matters. At the nonstationary point $u=0.59$ Å, $v=0.20$ Å the Hessian has no negative eigenvalue in Cartesian coordinates and one in the polar coordinates used above, because of the last term in (3).

## What changes at the saddle, and what fixes the ends

For a small displacement $\delta$ from a saddle in Cartesian coordinates, $g=H\delta$ and the path equation becomes $d\delta/d\tau=-M^{-1}H\delta$. Its solutions are $\delta\propto w\,e^{-\lambda\tau}$ with

$$Hw=\lambda Mw .$$

At a saddle of index 1 one $\lambda$ is negative, and the path leaves along its $w$. Real motion obeys $M\ddot\delta=-H\delta$, so $\omega^2=\lambda$ and the same mode has an imaginary frequency. In the model $\lambda=-\kappa$ changes from −4.000 to −2.932 eV/(Å$^2$ u), and $\hbar|\omega|$ falls from 0.1293 eV to $0.1293\sqrt{2.932/4.000}=0.1107$ eV. The direction and the frequency depend on mass; the number of unstable modes does not.

Along a descending path $dV/d\tau=g^T\,dq/d\tau=-g^TM^{-1}g<0$ for every metric. The saddle is therefore the highest point of the path, and the classical barrier $V_{\text{saddle}}-V_{\text{min}}$ for a given minimum is unaffected by the masses.

The same inequality shows how much of the connectivity is safe. After leaving the saddle, the path cannot leave the connected region with $V<V_{\text{saddle}}$ that it has entered. If that region is bounded and contains a single stationary point, a minimum, the path must end there whatever the metric. In the model, $V\ge U_0$ everywhere on $u=0$, so a path that starts towards negative $u$ stays at negative $u$. But that side contains two minima and the ridge saddle between them, and the choice among them is left to the metric.

These invariances belong to $V$. If zero-point energy or mass-dependent corrections to the Born–Oppenheimer potential are added to it, the surface itself changes with the isotopes, and its stationary points may move. The numerical check integrates the paths in several coordinate systems and searches for the stationary points separately in each.

## Computed results

```
U0 = 1.000 eV, W0 = 0.005 eV
a = 1.000 angstrom, b = 0.200 angstrom
masses: light pair 1 u, 1 u; heavy pair 1 u, 2 u
stationary points (same for both mass pairs and in polar):
  u=-1.00 v=-0.20 angstrom, index 0, V=0.000 eV
  u=-1.00 v= 0.00 angstrom, index 1, V=0.005 eV
  u=-1.00 v= 0.20 angstrom, index 0, V=0.000 eV
  u= 0.00 v=-0.20 angstrom, index 1, V=1.000 eV
  u= 0.00 v= 0.00 angstrom, index 2, V=1.005 eV
  u= 0.00 v= 0.20 angstrom, index 1, V=1.000 eV
  u= 1.00 v=-0.20 angstrom, index 0, V=0.000 eV
  u= 1.00 v= 0.00 angstrom, index 1, V=0.005 eV
  u= 1.00 v= 0.20 angstrom, index 0, V=0.000 eV
number with index 0, 1, 2: 4 4 1
nonstationary point u=0.59, v=0.20 angstrom:
  Hessian index Cartesian 0, polar 1
test point x1=-0.30, x2=-0.10 angstrom:
  angle between -g and -M^-1 g (1 u, 2 u): 18.02 degrees
m2/m1 = 1, at saddle u=0, v=b:
  lambda = -4.0000 eV/(angstrom^2 u)
  hbar*|omega| of unstable mode = 0.1293 eV
  dv/du eigenvector 0.0000, path -0.0000
  path at u=-0.25: v=0.2000 angstrom
  path at u=-0.50: v=0.2000 angstrom
  path at u=-0.75: v=0.2000 angstrom
  branch -1 ends at u=-1.000, v=0.200 angstrom
  branch +1 ends at u=1.000, v=0.200 angstrom
m2/m1 = 2, at saddle u=0, v=b:
  lambda = -2.9321 eV/(angstrom^2 u)
  hbar*|omega| of unstable mode = 0.1107 eV
  dv/du eigenvector 0.2716, path 0.2716
  path at u=-0.25: v=0.1288 angstrom
  path at u=-0.50: v=0.0518 angstrom
  path at u=-0.75: v=-0.0309 angstrom
  branch -1 ends at u=-1.000, v=-0.200 angstrom
  branch +1 ends at u=1.000, v=0.200 angstrom
heavy pair, v at u=-0.50 in angstrom:
  mass-weighted 0.051753, polar 0.051753
  both masses doubled 0.051753
light pair, polar without metric: v=0.2399 angstrom
drift slope dv/du with W0=0, heavy pair: 0.3333
critical m2/m1 = 1.5820
critical m2/m1 neglecting W0 = 1.5000
closest approach to second saddle = 6.3e-07 angstrom
```
